Why Field-Driven Ion Exchange Sharpens or Spreads Its Front

**Question.** A field drives cations A from a reservoir into a glass and pushes the glass's own cations B out at the far side. Why does the boundary between exchanged and original glass sharpen itself when A is less mobile than B, but spread when A is more mobile?

**Answer.** The two kinds of ion share one current but do not see one field. Where the glass conducts poorly, the field must be larger to carry the same current. An ion that strays across the boundary therefore enters a different field, and this field either returns it to the boundary or carries it farther away.

**The mechanism**

Take a plane glass plate with x pointing inward from the reservoir. Both cations carry charge +e. They compensate anionic sites that are fixed in the network with number density c₀. Electroneutrality then fixes the total cation density at c₀. Let N be the fraction of cations that are A, so that 1−N is the fraction of B. The mobilities of A and B are a and b, constant for now, and M = a/b.

No other carrier moves, so the current density j is the same at every x. It is held constant in time. Define

v = j/(e c₀).

This is the mean drift speed of the cations. In pure A glass every cation is A and must drift at v, so the field there is E_A = v/a. In pure B glass it is E_B = v/b. The boundary also advances at v: in time t the current brings in c₀vt ions A per unit area, which fill a layer of thickness vt.

Suppose first that A is less mobile, M < 1. The field behind the boundary is then larger than the field ahead. Two kinds of stray ion decide what happens:

- An A ion ahead of the boundary sits in the weak field E_B and drifts at aE_B = Mv. This is slower than v, so the boundary overtakes it.
- A B ion left behind sits in the strong field E_A and drifts at bE_A = v/M. This is faster than v, so it catches up.

Both errors are corrected, and the front sharpens. For M > 1 the same two expressions reverse their meaning. The A ion ahead runs away at Mv > v, and the B ion behind falls farther back at v/M < v. The front spreads.

Diffusion does not enter this argument. It is needed to find where the sharpening stops.

**The flux with the field eliminated**

Let F_A and F_B be the ion fluxes divided by c₀. With linear drift, ideal mixing and the Einstein relation, the diffusion coefficients are θa and θb, where θ = kT/e. A subscript x denotes a derivative. Since the gradient of 1−N is −N_x,

F_A = aNE − θaN_x

F_B = b(1−N)E + θbN_x.

Their sum must be v. With S = aN + b(1−N), this condition reads

v = SE − θ(a−b)N_x, so E = [v + θ(a−b)N_x]/S.

Insert this field into F_A:

F_A = vaN/S + θaN_x[N(a−b) − S]/S.

The last bracket is aN − bN − aN − b + bN = −b. Hence

F_A = vf − DN_x, with f = aN/S and D = θab/S.

The function f is the share of the drift current carried by A. Nothing in this elimination used constant mobilities, so a and b may depend on the local composition. Conservation of A, N_t = −(F_A)_x, gives

N_t + vf′(N)N_x = (DN_x)_x.

Without the right-hand side, each composition N would travel at its own speed vf′(N). For constant mobilities, division of aN/S by b gives

f = MN/[1+(M−1)N]

f′ = {M[1+(M−1)N] − MN(M−1)}/[1+(M−1)N]² = M/[1+(M−1)N]².

At N = 0 the speed is Mv, and at N = 1 it is v/M. These are the two stray-ion speeds. For M < 1 the rich compositions at the back are the faster ones, and the profile steepens until diffusion opposes it. For M > 1 they are the slower ones, and the profile stretches.

**The steady front**

Look for a profile that depends on ξ = x − ut alone and goes from N = 1 far behind to N = 0 far ahead. The conservation law becomes

−uN′ + vf′N′ = (DN′)′.

Integrate once:

−uN + vf − DN′ = constant.

Far ahead N, f and N′ vanish, so the constant is zero. Far behind N = f = 1 and N′ = 0, so u = v. Therefore

N′ = −v(N−f)/D.

The difference N−f follows from its definition:

N − f = N[aN + b(1−N) − a]/S = N(1−N)(b−a)/S.

Dividing by D = θab/S cancels S:

N′ = −(v/θ)(1/a − 1/b)N(1−N).

A profile that falls from 1 to 0 needs N′ < 0 throughout, and hence a < b. For constant mobilities, v/a − v/b = E_A − E_B, and

N′ = −N(1−N)/w, with w = θ/(E_A − E_B).

Separating variables gives ln[N/(1−N)] = −ξ/w, with the origin of ξ placed at N = 1/2. The front is

N = 1/[1 + exp(ξ/w)].

N = 0.9 lies at ξ = −w ln 9 and N = 0.1 at ξ = +w ln 9, so the 10–90 % width is 2w ln 9 = 4.39w.

The length w is the distance over which the field difference E_A − E_B produces the thermal voltage kT/e. A larger current raises the field difference and narrows the front as 1/j. As M approaches 1 the field difference vanishes and w diverges.

The field inside the front also follows. The integrated equation with zero constant says F_A = vN. Setting this equal to aNE − θaN_x and dividing by aN gives

E = v/a + θN_x/N = E_A − (1−N)(E_A − E_B) = E_B + N(E_A − E_B).

The field rises linearly with the local fraction of A, from E_B to E_A.

**The spreading front and the borderline**

For M > 1 no steady front exists. To see what replaces it, use y = x/t and τ = ln t as variables. The conservation law becomes

N_τ + (vf′ − y)N_y = (1/t)(DN_y)_y.

The diffusion term carries a factor 1/t and loses its weight at long times. Without it each composition obeys dy/dτ = vf′(N) − y, so y approaches vf′(N), or

x = vtM/[1+(M−1)N]².

The layer of pure A ends at vt/M, and the first A ions are at Mvt. Both distances, and all widths between fixed compositions, grow in proportion to t. For M < 1 the same formula would put N = 1 ahead of N = 0, which no single-valued profile can do; the steady front takes its place.

For M = 1, f = N and D = θa. All compositions drift at v, and the front is an ordinary diffusion profile. Once the front is far from the surface, it is closely N = ½erfc[(x−vt)/√(4Dt)], an integrated Gaussian of standard deviation √(2Dt). Its 10–90 % width is 2×1.282√(2Dt), which grows as √t.

**Numbers**

Take T = 650 K, j = 1 mA/cm², c₀ = 7×10²¹ cm⁻³, and mobilities of 10⁻⁹ and 10⁻¹⁰ cm²/(V s). These are round illustrative values, loosely suggested by potassium replacing sodium in hot soda-lime silicate glass; real mobilities may differ from them by a factor of ten. Then θ = 56.0 mV and

v = 10⁻³/(1.602×10⁻¹⁹ × 7×10²¹) cm/s = 8.92 nm/s,

or 32.1 μm in one hour.

Let the slow ion enter first, so M = 0.1. The field is v/a = 8.92 kV/cm behind the front and v/b = 0.892 kV/cm ahead. A stray A ion moves at 0.892 nm/s and a stray B ion at 89.2 nm/s, on either side of the front speed 8.92 nm/s. The front length is

w = 0.0560 V/(8916 − 892 V/cm) = 69.8 nm,

and the 10–90 % width is 4.394 × 69.8 nm = 307 nm. A finite-volume solution of the two separate flux equations, started from pure B glass, gives 307 nm after both 5 and 10 minutes. By then the front has stopped changing.

Now interchange the two ions, so that the fast one enters a glass filled with the slow one. Current, temperature and site density are held fixed, and M = 10. After one hour the diffusion-free formula puts the end of the pure A layer at 3.2 μm and the leading edge at 321 μm; diffusion blurs both. The 10–90 % width from the formula is

321 μm × (1/1.9² − 1/9.1²) = 85.0 μm,

which is 277 times the width of the sharp front. The finite-volume solution, which retains diffusion, gives 86.8 μm. Its excess over the formula falls from 4.8 % of the formula at 15 minutes to 2.0 % at one hour. Diffusion thus loses weight with time, though over this hour more slowly than 1/t.

If both ions have the lower mobility, D = 5.6×10⁻¹² cm²/s, and the diffusive width after 10 minutes is 2.10 μm. The numerical value is 2.08 μm. It is slightly smaller because N is held at 1 at the surface, which is then only about 5 μm behind the front.

**What "less mobile" has to mean**

Mobilities in glass depend on composition, and the steady-front equation shows which comparison matters: a < b must hold at every N between 0 and 1. Each ion must be compared with the other in the same local glass.

Mixing two alkali ions usually lowers the mobility of both. If both fall by a common factor g(N), f is unchanged and the front remains steady. Its slope is multiplied by 1/g, so the width becomes

w∫g(N)dN/[N(1−N)], taken from N = 0.1 to 0.9.

For g = 10^(−4N(1−N)), a tenfold drop at N = 1/2, numerical quadrature gives 64 nm in place of 307 nm.

The outcome changes if each ion is the more mobile one in its own glass. As a model, let b₀ = 10⁻⁹ cm²/(V s) and

a = b₀10^(−1+N/2), b = b₀10^(−3N/2).

Pure A glass then conducts 0.32 times as well as pure B glass, which might suggest a sharp front. But a/b = 10^(2N−1) exceeds 1 for N > 1/2, so a full steady front is impossible.

Instead a jump from N = 0 to some value N* leads. The A ions needed to fill it fix its speed at vf(N*)/N*, while the composition just behind it moves at vf′(N*). Where f/N rises with N, f′ > f/N, and richer glass catches up and raises the jump. Where f/N falls, the top of the jump lags and drops off. The jump settles at the maximum of f/N, found numerically at N* = 0.69 with speed 10.9 nm/s. Behind it N = 0.9 moves at 2.4 nm/s, so a tail grows. In the finite-volume solution the distance between N = 0.9 and N = 0.3 grows at 8.5 nm/s, while that between N = 0.5 and N = 0.1 stays near 236 nm.

**The model beside a real glass**

In mixed sodium–potassium silicate glasses the two diffusion coefficients can cross with composition. The assumption of a constant ratio then fails, and if each ion is the more mobile one in its own glass, this model predicts a leading jump with a tail. How far the tail extends depends on mobilities measured in the exchanged glass, which need not equal those of a melted glass of the same composition.

The width is also uncertain. In glass the tracer diffusion coefficient is usually smaller than the Einstein value by a factor called the Haven ratio. If the same factor applies to the diffusion terms here, a rough ratio of 0.4 multiplies θ, and so reduces 307 nm to 123 nm. Together with the mixing effect, this makes the calculated width a matter of tens to hundreds of nanometres.

Exchange is often run at constant voltage. For a 1 mm plate with the slow ion entering, a 32 μm layer raises the resistance by the factor 1 + 0.032 × 9 = 1.29. The current then falls by this factor and w grows by it, provided the front adjusts quickly. The time w/v, about 8 s, sets the scale of this adjustment. Even ten times as long is short beside the hour or so over which the current falls, so the condition is met.

Other neglected effects can be estimated from rough material inputs:

- **Field strength.** The largest field, 52 kV/cm from the steady-front equation, occurs inside the front with the tenfold mobility drop. It is about half of an assumed breakdown field of 100 kV/cm, so the margin is modest. For hops of length d = 0.5 nm, drift exceeds the linear law by about (eEd/2kT)²/6 = 9×10⁻⁵ of itself.
- **Space charge.** In the same front, εE_x for a relative permittivity of 7 is at most about 2.5×10⁻⁵ of the site charge density ec₀, so electroneutrality holds well.
- **Heating.** For constant mobilities the largest voltage across 1 mm is 892 V, when the glass holds only the slow ion. With both faces held at 650 K and a thermal conductivity κ = 0.012 W/(cm K), the centre of a plate of thickness L warms by jVL/(8κ) = 0.9 K. For a 0.9 eV barrier this changes mobilities by 2.3 %. If the fast ion enters and the tenfold mixing drop applies, the broad mixed zone conducts worse than the pure slow-ion glass. The voltage can then reach about 1.4 kV, the warming about 1.4 K and the mobility change about 3.5 %.
- **Stress.** A larger ion strains the network. A linear strain of 0.01 and a biaxial modulus of 90 GPa give σ = 0.9 GPa if nothing relaxes. At composition N the stress is σN and the mean pressure 2σN/3. Replacing one B by A adds the volume 3×0.01/c₀ and so costs the extra energy (3×0.01/c₀)(2σN/3). This cost rises with N and drives A toward the poorer glass, which aids diffusion. Its gradient adds to the ideal-mixing term kTN_x/[N(1−N)], so D is multiplied by 1 + N(1−N)(3×0.01/c₀)(2σ/3)/kT. The largest value, at N = 1/2, is 1.07. Stress can also change the mobilities themselves by altering the hopping barriers; that effect is not estimated here and may be larger.

The treatment is one-dimensional and requires a reservoir that supplies only A. Roughness of the front, a mixed reservoir or a second carrier such as protons would need a separate calculation.
